The retarded polarization bubble is not a product of retarded functions

**The argument under comment**

The argument concerns electrons that do not interact with one another. It starts from the polarization on the time contour,

P(1,2) = −i G(1,2) G(2,1),

and takes the retarded component of each factor:

P^R(1,2) = −i G^R(1,2) G^R(2,1)  (claimed).

Should the step functions cause trouble, it proposes to replace the second factor by G^A(2,1), so that both factors are nonzero for t1 > t2. The starting equation is right. Neither version of the next step is, and the fault is more than a matter of convention.

**1. What the retarded component has to be**

I set ħ = 1 and leave out spin. The label 1 stands for site i and time t1, and 2 for site j and time t2. With G(1,2) = −i⟨T_C c(1)c†(2)⟩, the two orderings are

G^>(1,2) = −i⟨c(1)c†(2)⟩,  G^<(1,2) = +i⟨c†(2)c(1)⟩,

and the retarded and advanced functions are

G^R(1,2) = θ(t1−t2)[G^> − G^<](1,2),
G^A(1,2) = −θ(t2−t1)[G^> − G^<](1,2).

A potential v_j(t) that couples to the density n_j changes the density at 1 by Σ_j ∫dt2 P^R(1,2) v_j(t2), where linear response gives

P^R(1,2) = −iθ(t1−t2)⟨[n(1), n(2)]⟩.

This commutator is the standard by which any formula for P^R must be judged.

Let the initial state be Gaussian and conserve particle number; it need not be thermal or stationary. Wick's theorem then gives

⟨n(1)n(2)⟩ − ⟨n(1)⟩⟨n(2)⟩ = ⟨c†(1)c(2)⟩⟨c(1)c†(2)⟩.

The sign is plus because the inner pair c(1)c†(2) can be taken out without crossing a single operator. Since ⟨c†(1)c(2)⟩ = −iG^<(2,1) and ⟨c(1)c†(2)⟩ = iG^>(1,2), the right side is G^>(1,2)G^<(2,1). Exchanging 1 and 2 gives the other ordering. Therefore

P^>(1,2) = −i G^>(1,2) G^<(2,1),
P^<(1,2) = −i G^<(1,2) G^>(2,1).

The retarded component is θ(t1−t2)(P^> − P^<), a difference of two products. It is not the product of two differences, which is what the argument assumes. Adding and subtracting G^<(1,2)G^<(2,1) gives

G^>(1,2)G^<(2,1) − G^<(1,2)G^>(2,1)
= [G^>−G^<](1,2) G^<(2,1) − G^<(1,2) [G^>−G^<](2,1).

Now multiply by θ(t1−t2). The first bracket becomes G^R(1,2). The second becomes −G^A(2,1), because exchanging the labels in the definition of G^A gives G^A(2,1) = −θ(t1−t2)[G^>−G^<](2,1). The two minus signs cancel:

P^R(1,2) = −i[G^R(1,2) G^<(2,1) + G^<(1,2) G^A(2,1)].

One factor in each term carries the propagation, and the other carries the occupations.

**2. The retarded-retarded product is zero**

G^R(1,2) contains θ(t1−t2) and G^R(2,1) contains θ(t2−t1), so their product vanishes at unequal times. For a finite set of sites both factors are bounded. There is therefore no delta function at equal times, and that single instant contributes nothing to a time integral.

The frequency form says the same. In a steady state, with t = t1−t2 and transforms taken with e^{iωt}, a product A(t)B(−t) transforms into ∫dω'/2π A(ω'+ω)B(ω'). For two retarded functions all poles in ω' lie in the lower half plane. The diagonal integrand falls as 1/ω'², and off-diagonal elements fall faster, so closing the path in the upper half plane gives zero. In the random-phase equation W^R = v + vP^R W^R, this P^R would leave the interaction v unscreened.

The rule being applied resembles one for parallel lines. If C(1,2) = A(1,2)B(1,2), then C^> = A^>B^> and C^< = A^<B^<. For t1 > t2 we may put A^> = A^R + A^<, and likewise for B, so that

C^R = A^R B^R + A^R B^< + A^< B^R.

A retarded-retarded term does occur here, though with two companions. In the polarization the second line runs backwards. For t1 > t2 it obeys B^>(2,1) = B^<(2,1) − B^A(2,1), and

A^>B^< − A^<B^> = (A^R + A^<)B^< − A^<(B^< − B^A) = A^R B^< + A^< B^A.

No term with two propagating factors is left.

**3. The proposed repair fails as well**

Taking the complex conjugate of the definitions gives G^A_ji(2,1) = [G^R_ij(1,2)]* and G^<_ji(2,1) = −[G^<_ij(1,2)]*. Define X = G^R_ij(1,2)G^<_ji(2,1). The second term of the correct bubble is then −X*, and

P^R_ij(1,2) = −i(X − X*) = 2 Im X.

This is real, as the response of a density to a real potential must be. The repair gives instead

−i G^R_ij(1,2) G^A_ji(2,1) = −i |G^R_ij(1,2)|²,

which is causal but purely imaginary. It also contains no occupations, since for noninteracting electrons G^R is fixed by the Hamiltonian alone.

**4. A closed two-level system**

Take two sites with energies +0.03 and −0.03 Ha and hopping −0.04 Ha. These are round model parameters and describe no particular material. The levels lie at ±√(0.03² + 0.04²) = ±0.05 Ha, so the gap is Δ = 0.10 Ha (2.72 eV). Let w_l and w_h be the weights of the lower and upper level on site 1. The energy of site 1 is 0.03 = 0.05(w_h − w_l), and w_h + w_l = 1. Hence w_h = 0.8, w_l = 0.2, and w = w_l w_h = 0.16. The occupations are f_l = 0.8 and f_h = 0.3, with no coherence between the levels.

For t > 0,

G^R_11(1,2) = −i Σ_a w_a e^{−iε_a t},  G^<_11(2,1) = i Σ_b f_b w_b e^{+iε_b t}.

The prefactors multiply to one, so X = Σ_ab w_a w_b f_b e^{−i(ε_a−ε_b)t}, and

P^R_11(t) = 2 Im X = −2 Σ_ab w_a w_b f_b sin[(ε_a−ε_b)t].

Terms with a = b vanish. The two others have opposite signs and combine to

P^R_11(t) = −2w(f_l − f_h) sin Δt = −0.16 sin Δt.

The repair gives −i|g(t)|² with g(t) = Σ_a w_a e^{−iε_a t}, that is

−i[w_l² + w_h² + 2w cos Δt] = −i[0.68 + 0.32 cos Δt].

For comparison, the density matrix was given a small impulse on site 1 and evolved directly. The change of n_1 per unit impulse is:

t = 10 a.u.: direct −0.1346; correct bubble −0.1346; repair −0.853i
t = 20 a.u.: direct −0.1455; correct bubble −0.1455; repair −0.547i
t = 40 a.u.: direct +0.1211; correct bubble +0.1211; repair −0.471i

The retarded-retarded product is zero at all three times. As t → 0+ the true response vanishes, because densities at equal times commute, while the repair starts at −i. With both levels full no electron can be moved, and the true response is zero; the repair still gives −0.547i at t = 20 a.u.

Reading both lines in the same direction does not help. The expression −i[G^R_11(1,2)]² equals 0.546 + 0.037i at t = 20 a.u. If all levels are raised by 0.02 Ha it becomes 0.407 − 0.366i, although a common shift of energy cannot affect the density.

For the frequency response, multiply P^R_11(t) by e^{−ηt} and write z = ω + iη. Since −2 sin Δt = i(e^{iΔt} − e^{−iΔt}) and ∫₀^∞ dt e^{i(z±Δ)t} = i/(z±Δ),

P^R_11(ω) = w(f_l − f_h)[1/(z − Δ) − 1/(z + Δ)].

At ω = 0.08 Ha and η = 0.01 Ha this is −3.64 − 1.58i per Ha. For ω = 0 and η → 0 it becomes

−2w(f_l − f_h)/Δ = −2 × 0.16 × 0.5/0.10 = −1.60 per Ha = −0.0588 per eV.

This is the response to a slow change of site energy with the level occupations held fixed. Raising site 1 expels charge if f_l > f_h. The sign reverses for inverted occupations, and equal occupations give no response.

**5. The same levels between biased leads**

Now attach one lead to each site. Each lead has a wide, flat band and gives its site a broadening Γ = 0.04 Ha. The temperature is zero and the chemical potentials are +0.03 Ha (site 1) and −0.03 Ha (site 2). The transform rule of section 2, with ω' shifted by ω in the second term, gives

P^R_ij(ω) = −i ∫dω'/2π [G^R_ij(ω'+ω)G^<_ji(ω') + G^<_ij(ω')G^A_ji(ω'−ω)].

At ω = 0 this can be confirmed without the contour. The steady state has G^< = G^R Σ^< G^A. A static potential v on the sites, with the leads held fixed, changes G^R by G^R v G^R and G^A by G^A v G^A, so

δG^< = G^R v G^< + G^< v G^A.

Inserting this into δn_i = −i∫dω'/2π δG^<_ii reproduces the two terms of the bubble. Numerically, the bubble gives −5.455 per Ha for site 1, and so does shifting the energy of site 1 and recomputing its steady occupation.

The repair can be evaluated by hand. Equal broadening on both sites multiplies |g(t)|² by e^{−Γt}, and its time integral gives

−i[0.68/Γ + 0.32Γ/(Γ² + Δ²)] = −i[17.0 + 1.10] = −18.1i per Ha.

No chemical potential appears in it, so the repair cannot register the bias.

At ω = 0.1 Ha the correct bubble is −1.29 − 4.59i per Ha, and the repair gives 6.63 − 6.50i. A direct evolution was made with leads of finite half-width and level spacing 0.0075 Ha. The sites started empty, evolved for 300 a.u., received an impulse on site 1, and were followed for 400 a.u. more. The result differs from the bubble by 2.9 % of the bubble's modulus for a half-width of 1.2 Ha, and by 1.5 % for 2.4 Ha. The decrease is consistent with the infinitely wide bands assumed in evaluating the bubble here.

**6. What the corrected formula does not provide**

The algebra of section 1 after Wick's theorem uses the product form alone, so it also holds for a bubble built from interacting Green's functions. What can fail is the identification of that bubble with the density response. If the Hamiltonian itself contains pairing terms, as in the mean-field theory of a superconductor, averages such as ⟨c†(1)c†(2)⟩ add further terms. If only the initial state has such averages, and the electrons are noninteracting with a Hamiltonian that conserves particle number, they change P^> and P^< equally and cancel in P^R.

The noninteracting bubble, for its part, leaves out the effect of repulsion on the response. The following example compares the exact response with that bubble, not with one built from interacting Green's functions. Put the closed system in equilibrium at kT = 0.02 Ha and chemical potential zero, and add U(n_1 − ½)(n_2 − ½) with U = 0.05 Ha. This term is −U/4 for every one-electron state, so their gap and orbitals stay the same. It is +U/4 for the empty and the doubly filled state, which become less probable. Neither of these two states responds. With the probabilities of the states held fixed, the static response is therefore −2w(p_l − p_h)/Δ, with p_l and p_h the probabilities of the one-electron states and

p_l − p_h = sinh(Δ/2kT)/[cosh(Δ/2kT) + e^{−U/2kT}].

For U = 0 this reproduces the noninteracting bubble, −2.71 per Ha. For U = 0.05 Ha it gives −3.02 per Ha, larger in magnitude by 11 % of the noninteracting value. The direction of this change depends on holding the probabilities fixed. If the system is instead allowed to re-equilibrate at the same temperature and chemical potential, the static response is −5.10 per Ha for U = 0 and −3.88 per Ha for U = 0.05 Ha, so the repulsion then reduces it.

**Recommendation**

The claimed equation should be replaced by the retarded-lesser combination of section 1, and results computed from either product should be recalculated. The numerical output below gives the values to more digits.

Computed results

```
Site energies: +0.03 and -0.03 Ha; hopping: -0.04 Ha
Levels: -0.0500, 0.0500 Ha; gap 0.1000 Ha = 2.7211 eV
Occupations: lower 0.8, upper 0.3
Weights on site 1: lower 0.2000, upper 0.8000; product w 0.1600
Period of response: 62.832 a.u. = 1.5198 fs
Response of n_1 to an impulse on site 1 (dimensionless):
 t = 1e-06 a.u.: kicked 0.00000; R< + <A 0.00000 +0.00000i
   RR 0.0; RA 0.00000 -1.00000i; R squared 0.00000 +1.00000i
 t = 10 a.u.: kicked -0.13464; R< + <A -0.13464 +0.00000i
   RR 0.0; RA 0.00000 -0.85290i; R squared 0.50488 +0.68741i
 t = 20 a.u.: kicked -0.14549; R< + <A -0.14549 +0.00000i
   RR 0.0; RA 0.00000 -0.54683i; R squared 0.54558 +0.03702i
 t = 40 a.u.: kicked 0.12109; R< + <A 0.12109 +0.00000i
   RR 0.0; RA 0.00000 -0.47083i; R squared -0.45408 -0.12448i
Both levels full, t = 20 a.u.: R< + <A 0.00000; RA 0.00000 -0.54683i
All levels raised by 0.02 Ha, t = 20 a.u.: R squared becomes 0.40666 -0.36558i
Closed, omega 0.08 Ha, damping 0.01 Ha: -3.6431 -1.5754i 1/Ha
Closed static response: -1.60000 1/Ha = -0.05880 1/eV
Open system: lead broadening 0.04 Ha on each site; chemical potentials 0.03, -0.03 Ha
Open steady occupation of site 1: 0.29937
Open static response, finite difference: -5.45512 1/Ha
Open, omega 0.0 Ha: R< + <A -5.45512 +0.00000i 1/Ha
   |RR| below 1e-6 1/Ha: True; RA 0.00000 -18.10345i 1/Ha
Open, omega 0.1 Ha: R< + <A -1.29329 -4.58809i 1/Ha
   |RR| below 1e-6 1/Ha: True; RA 6.63130 -6.49867i 1/Ha
Kicked open system, leads of half-width 1.2 Ha, omega 0.1 Ha:
   -1.41891 -4.64939i 1/Ha; deviation from R< + <A 2.93 %
Kicked open system, leads of half-width 2.4 Ha, omega 0.1 Ha:
   -1.35455 -4.62531i 1/Ha; deviation from R< + <A 1.50 %
Thermal closed system, kT 0.02 Ha, chemical potential 0 Ha:
   bare bubble -2.71451 1/Ha; full diagonalization with repulsion 0.05 Ha -3.01624 1/Ha
   change due to repulsion 11.12 %
Largest Fock-space mismatch of R< + <A below 1e-12: True
Pair response, largest sizes: RR term 1.0000, remaining terms 1.0641 (dimensionless)
```
